\section*{Two-loop vacuum polarization at low momentum and the S-level shift}

\section{What is missed without it}

At leading order in $Z\alpha$ the Uehling potential lowers the S levels of a hydrogen-like ion by $\frac{4}{15}\frac{\alpha}{\pi}(Z\alpha)^4m/n^3$. Stopping at one loop misses a term that, at the same order, is $0.88\%$ of this shift, about $0.3$ meV for the 1S level of Si$^{13+}$. At $Z=14$ this matters only once the one-loop shift is taken from the full Uehling potential, because the contact formula overestimates that shift by some $8\%$, about $3$ meV. The term cannot be had by squaring the one-loop bubble, which begins at $q^4$. It comes from the graphs with a photon inside the electron loop, whose contribution to the $q^2$ coefficient diverges until the electron mass is renormalized. With $\hbar=c=1$, photon propagator $\propto 1/[q^2(1+\Pi(q^2))]$, $\alpha$ the coupling at $q^2=0$ and $m$ the pole mass, the result is
\begin{align}
\Pi&=\Big[\frac{1}{15}\frac{\alpha}{\pi}+\frac{41}{162}\Big(\frac{\alpha}{\pi}\Big)^2\Big]\frac{q^2}{m^2}+O(q^4),\label{pi}\\
\Delta E_{nl}&=-\frac{82}{81}\Big(\frac{\alpha}{\pi}\Big)^2\frac{(Z\alpha)^4}{n^3}\Big(\frac{m_r}{m}\Big)^3m\,\delta_{l0},\label{bds}
\end{align}
the second for a point nucleus at leading order in $Z\alpha$. It is the Baranger--Dyson--Salpeter shift. Loops attached to the nucleus three or more times (Wichmann--Kroll terms) carry higher powers of $Z$ and are a separate contribution.

\section{The graphs and their signs}

Work in Euclidean space with $d=4-2\epsilon$, $Q^2=-q^2$, $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$, $\mathrm{tr}\,1=4$, $\hat p=\gamma\cdot p$, $\int_p=\int d^dp/(2\pi)^d$. The action is $\frac14F^2+\bar\psi(\hat\partial+ie_0\hat A+m_0)\psi$, so $S(p)=(-i\hat p+m_0)/(p^2+m_0^2)$, and the Feynman-gauge photon propagator is $\delta_{\alpha\beta}/k^2$. Integrating out the electron gives $\Gamma=-\mathrm{Tr}\ln(1+X)=-\mathrm{Tr}X+\frac12\mathrm{Tr}X^2-\frac13\mathrm{Tr}X^3+\frac14\mathrm{Tr}X^4-\dots$ with $X=ie_0S\hat A$. Write the part quadratic in the external field as $\frac12A_\mu\Pi_{\mu\nu}A_\nu$. Gauge invariance makes $\Pi_{\mu\nu}=(Q^2\delta_{\mu\nu}-Q_\mu Q_\nu)P$, so $\Pi_{\mu\mu}=(d-1)Q^2P$, and the propagator is $1/[Q^2(1+P)]$. The quadratic term, with $i^2=-1$, gives
\begin{equation}
\Pi^{(1)}_{\mu\mu}=-e_0^2\int_p\mathrm{tr}[\gamma_\mu S(p)\gamma_\mu S(p+Q)].
\end{equation}
At the next order put $A\to A+a$ and average over the quantum photon $a$. In $\frac14e_0^4\mathrm{Tr}[S(\hat A+\hat a)]^4$ the six orderings with two $A$ and two $a$ are four cyclic copies of $AAaa$ and two of $AaAa$, with total weights $1$ and $\frac12$. Doubling, because $\Gamma=\frac12A\Pi A$, gives $\Pi^{(2)}_{\mu\mu}=e_0^4(2\,\mathrm{SE}+V)$, where $r=p+Q$, $t=l+Q$ and
\begin{align}
\mathrm{SE}&=\int_{p,l}\frac{\mathrm{tr}[\gamma_\mu S(r)\gamma_\mu S(p)\gamma_\alpha S(l)\gamma_\alpha S(p)]}{(p-l)^2},\\
V&=\int_{p,l}\frac{\mathrm{tr}[\gamma_\mu S(r)\gamma_\alpha S(t)\gamma_\mu S(l)\gamma_\alpha S(p)]}{(p-l)^2}.
\end{align}
Two separate loops joined by $a$ give at order $e_0^4$ either the reducible $P_1^2$, already contained in $1/(1+P)$, or a factor $\mathrm{Tr}\,S\gamma_\alpha$, a vector with no direction to point in, which vanishes.

\section{Charge and mass}

Everything so far is written in bare parameters, so renormalization is the elimination of $e_0$ and $m_0$; no vertex or wave-function factor appears. The exchange amplitude is $e_{\rm eff}^2/Q^2$ with $1/e_{\rm eff}^2=1/e_0^2+\pi_1+e_0^2\pi_2$, where $P=e_0^2\pi_1+e_0^4\pi_2$. Defining $e^2=e_{\rm eff}^2(0)$ and replacing $e_0^2\pi_2$ by $e^2\pi_2$, which changes only the next order, gives $e_{\rm eff}^2=e^2/(1+\Pi)$ with $\Pi=e^2[\pi_1(Q)-\pi_1(0)]+e^4[\pi_2(Q)-\pi_2(0)]$. Charge renormalization removes the $Q^0$ term of $P$ and leaves the $Q^2$ term alone.

For the mass, $S^{-1}\to i\hat p+m_0+\Sigma$. Inserting $-S\Sigma S$ on either line of $\Pi^{(1)}$ must reproduce $2\,\mathrm{SE}$, so $\Sigma=e^2\int_l\gamma_\alpha S(l)\gamma_\alpha/(p-l)^2$. The pole at $i\hat p=-m$ requires $m_0=m-\delta m$ with $\delta m=\Sigma$ on shell. From now on $m=1$ and $\delta=d-2$. The numerator is $i\delta\hat l+d$. A Feynman parameter $z$ on the massive line shifts $l\to l+(1-z)p$ and leaves the denominator $[l^2+z+z(1-z)p^2]^2$, which at $p^2=-1$ is $(l^2+z^2)^2$. The numerator becomes $d-\delta(1-z)=2+\delta z$, and $\int_l(l^2+\Delta)^{-2}=(4\pi)^{-d/2}\Gamma(\epsilon)\Delta^{-\epsilon}$. All loop results below are in units of $e^2(4\pi)^{-d/2}\Gamma(1+\epsilon)\to\alpha/4\pi$ per loop. Then
\begin{equation}
\frac{\delta m}{m}=\frac1\epsilon\int_0^1\!dz\,z^{-2\epsilon}(2+\delta z)=\frac1\epsilon\Big[\frac{2}{d-3}+1\Big]=\frac{d-1}{\epsilon(d-3)}=\frac3\epsilon+4+O(\epsilon).
\end{equation}
Direct momentum quadrature in a dimension between 3 and 4, where the integral converges, confirms this. Let $P_{1,n}$ be the coefficient of $Q^{2n}$ in $P_1$. It scales as $m^{-2\epsilon-2n}$, so the shift $-\delta m\,\partial P_1/\partial m$ adds to two loops the counterterm
\begin{equation}
\mathrm{CT}_n=\frac{\delta m}{m}(2\epsilon+2n)P_{1,n}.
\end{equation}

\section{Traces}

Let $\eta=4-d$. Moving the right-hand $\gamma_\mu$ one place to the left each time gives $\gamma_\mu\hat a\gamma_\mu=2\hat a-d\hat a=-\delta\hat a$, then $\gamma_\mu\hat a\hat b\gamma_\mu=2\hat b\hat a+\delta\hat a\hat b=4a\cdot b-\eta\hat a\hat b$, then $\gamma_\mu\hat a\hat b\hat c\gamma_\mu=2\hat c\hat a\hat b-4(a\cdot b)\hat c+\eta\hat a\hat b\hat c=-2\hat c\hat b\hat a+\eta\hat a\hat b\hat c$.

In SE, use $\hat p\hat l\hat p=2(p\cdot l)\hat p-p^2\hat l$ to get
\begin{equation}
(1-i\hat p)(i\delta\hat l+d)(1-i\hat p)=i\delta[(p^2+1)\hat l-2(p\cdot l)\hat p]+2\delta\,p\cdot l+d(1-p^2)-2id\hat p .
\end{equation}
The trace of this with $i\delta\hat r+d$ is
\begin{equation}
N_{\rm SE}=4\{-\delta^2[(p^2+1)\,r\cdot l-2(p\cdot l)(r\cdot p)]+2d\delta\,(r\cdot p+p\cdot l)+d^2(1-p^2)\}.
\end{equation}

In $V$, sort by the number of slashed momenta. With none, $\mathrm{tr}\,\gamma_\mu\gamma_\alpha\gamma_\mu\gamma_\alpha=-4d\delta$. With two there is a factor $(-i)^2=-1$. For the neighbours $r,p$, the block $\gamma_\alpha\gamma_\mu\gamma_\alpha=-\delta\gamma_\mu$ leaves $-\delta\,\mathrm{tr}\,\gamma_\mu\hat r\gamma_\mu\hat p=4\delta^2r\cdot p$, and the pairs $tl$, $rt$, $lp$ work alike by cyclicity. For the opposite pair $r,l$, $\mathrm{tr}[(4r_\alpha-\eta\hat r\gamma_\alpha)\hat l\gamma_\alpha]=4(4+\eta\delta)\,r\cdot l$, and likewise for $t,p$. With four, $(-i)^4=1$ and
\begin{align}
&-2\,\mathrm{tr}[\hat t\gamma_\alpha\hat r\hat l\gamma_\alpha\hat p]+\eta\,\mathrm{tr}[\hat r\gamma_\alpha\hat t\hat l\gamma_\alpha\hat p]\nonumber\\
&=-32(r\cdot l)(t\cdot p)+2\eta\,\mathrm{tr}\,\hat t\hat r\hat l\hat p+16\eta(t\cdot l)(r\cdot p)-\eta^2\mathrm{tr}\,\hat r\hat t\hat l\hat p .
\end{align}
Insert $\mathrm{tr}\,\hat a\hat b\hat c\hat e=4[(a\cdot b)(c\cdot e)-(a\cdot c)(b\cdot e)+(a\cdot e)(b\cdot c)]$. The product $(r\cdot l)(t\cdot p)$ collects $4(-8+2\eta+\eta^2)=-4\delta(8-d)$, and each of the other two collects $4\eta(2-\eta)=4\eta\delta$. Hence
\begin{align}
N_V=4\{&\delta[-(8-d)(r\cdot l)(t\cdot p)+\eta(r\cdot t)(l\cdot p)+\eta(r\cdot p)(t\cdot l)]\nonumber\\
&-\delta^2[r\cdot t+l\cdot p+r\cdot p+t\cdot l]-(4+\eta\delta)[r\cdot l+t\cdot p]-d\delta\}.
\end{align}
Both numerators were tested against explicit matrices in four and six dimensions.

\section{Expansion in the external momentum}

Put $A=p^2+1$, $B=l^2+1$, $C=(p-l)^2$, $x=p\cdot Q$, $y=l\cdot Q$, $s=Q^2$, so that $p\cdot l=\frac12(A+B-2-C)$. With $E=r^2+1$ and $G=t^2+1$ the denominators are $EA^2BC$ for SE and $EGABC$ for $V$. The momentum $Q$ flows through massive lines alone, and the intermediate states $e^+e^-$ and $e^+e^-\gamma$ both open at $q^2=4m^2$, so the integrand may be Taylor expanded and the series converges for $|Q^2|<4m^2$:
\begin{equation}
\frac1E=\sum_{n\ge0}\frac{(-1)^n(2x+s)^n}{A^{n+1}},\qquad\frac1G=\sum_{n\ge0}\frac{(-1)^n(2y+s)^n}{B^{n+1}}.
\end{equation}
The $Q^2$ term of $P$ needs order $s^2$ of $\Pi_{\mu\mu}$. Since $\Pi_{\mu\mu}$ depends on $s$ alone, we may average over the direction of $Q$. The average of $2n$ components is a symmetric isotropic tensor, hence proportional to the sum of $\delta$ products over all pairings. Contracting two indices multiplies that sum by $d+2n-2$ (the value $d$ when the two are paired together, $1$ for each of $2n-2$ other partners) and must give a factor $s$, so the constant is $s^n/[d(d+2)\cdots(d+2n-2)]$. Thus $\langle x^2\rangle=sp^2/d$, $\langle xy\rangle=s\,p\cdot l/d$, and with $\kappa=s^2/[d(d+2)]$
\begin{equation}
\langle x^4\rangle=3\kappa p^4,\quad\langle x^3y\rangle=3\kappa p^2\,p\cdot l,\quad\langle x^2y^2\rangle=\kappa[p^2l^2+2(p\cdot l)^2].
\end{equation}

One loop shows the method in full. Here $N_1=4(\delta\,p\cdot r+d)=2\delta(A+E)-2\delta s+8$, because $2p\cdot r=A+E-2-s$. Let $t_a=\int_pA^{-a}=\Gamma(a-\frac d2)/[\Gamma(a)\Gamma(1+\epsilon)]$ in our unit: $t_1=-2/(\epsilon\delta)$, $t_2=1/\epsilon$, $t_3=\frac12$, $t_4=\frac{6-d}{12}$, $t_5=t_4\frac{8-d}{8}$, $t_6=t_5\frac{10-d}{10}$. Then $\Pi^{(1)}_{\mu\mu}=-4\delta t_1+(2\delta s-8)b(s)$ with $b=\int_p1/(AE)=t_2+b_1s+b_2s^2+\dots$ and
\begin{align}
b_1&=-t_3+\tfrac4d(t_3-t_4)=-\tfrac12+\tfrac13=-\tfrac16,\\
b_2&=t_4-\tfrac{12}{d}(t_4-t_5)+\tfrac{48}{d(d+2)}(t_4-2t_5+t_6)=t_4\big(1-\tfrac32+\tfrac35\big)=\tfrac{6-d}{120}.
\end{align}
Order $s^0$ is $8/\epsilon-8/\epsilon=0$, so the photon stays massless. Order $s$ is $2\delta/\epsilon+\frac43=(d-1)\frac{4}{3\epsilon}$. Order $s^2$ is $-\frac{\delta}{3}-\frac{6-d}{15}=-\frac{4}{15}(d-1)$. So $P_{1,0}=4/3\epsilon$ and $P_{1,1}=-4/15$ for any $d$, which is $+\frac1{15}\frac\alpha\pi q^2/m^2$.

\section{The two-loop vacuum integral}

Every two-loop term is now a multiple of $T(a,b,c)=\int_{p,l}A^{-a}B^{-b}C^{-c}$. Write each factor as $A^{-a}=\Gamma(a)^{-1}\int_0^\infty d\tau_1\tau_1^{a-1}e^{-\tau_1A}$. The Gaussian momentum integral is $(4\pi)^{-d}(\tau_1\tau_2+\sigma\tau_3)^{-d/2}$ with $\sigma=\tau_1+\tau_2$. The $\tau_3$ integral is a beta function, $(\tau_1\tau_2)^{c-d/2}\sigma^{-c}\Gamma(c)\Gamma(\frac d2-c)/\Gamma(\frac d2)$. With $\tau_1=\sigma z$, $\tau_2=\sigma(1-z)$ and Jacobian $\sigma$, the $\sigma$ integral gives $\Gamma(a+b+c-d)$ and the $z$ integral a second beta function:
\begin{equation}
T=\frac{\Gamma(a+c-\frac d2)\Gamma(b+c-\frac d2)\Gamma(\frac d2-c)\Gamma(a+b+c-d)}{(4\pi)^d\,\Gamma(a)\Gamma(b)\Gamma(\frac d2)\Gamma(a+b+2c-d)}.\label{T}
\end{equation}
The factor $\Gamma(c)$ has cancelled. Where the momentum integral converges it is analytic in $c$, so (\ref{T}) continues to $c=0,-1,-2,\dots$, where the graph factorizes; $c=0$ gives $t_at_b$. For $a\le0$ or $b\le0$ one loop has no scale and $T=0$. For integer arguments each ratio of gamma functions is rational in $d$ once $\Gamma^2(1+\epsilon)$ is removed. In our unit
\begin{equation}
T(a,b,1)=\frac{2ab\,t_{a+1}t_{b+1}}{(d-2)(a+b+1-d)}.
\end{equation}
Equation (\ref{T}) was tested against position-space quadrature for $c=1$ and against products of one-loop integrals for $c=-1,-2$.

As a specimen, take the constant $-4d\delta$ of $N_V$ with the $(2x)^2$ and $(2y)^2$ terms of $1/E$ and $1/G$. Apart from the factor $-4d\delta$, the averaged integrand is $16\kappa[(A-1)(B-1)+\frac12(A+B-2-C)^2]/(A^4B^4C)$. Multiplying out, with $T(a,b,c)=T(b,a,c)$, it is $16\kappa$ times
\begin{align}
&3T(4,4,1)-6T(3,4,1)+2T(3,3,1)+T(2,4,1)\nonumber\\
&+2T(4,4,0)-2T(3,4,0)+\tfrac12T(4,4,-1),
\end{align}
and, for instance, $T(4,4,1)=32t_5^2/[(d-2)(9-d)]=1/45$ at $d=4$.

\section{The sum}

The remaining terms are handled by the same three rules: expand, average, apply (\ref{T}). The finite sums were done in exact rational arithmetic in $d$, and the closed form of each graph is in the numerical output. At order $s^0$ of $\Pi_{\mu\mu}$, SE is not zero but $2\,\mathrm{SE}+V$ is. After division by $d-1$, the constant term of $P_2$ is
\begin{align}
2\,\mathrm{SE}&=-\tfrac{4}{3\epsilon^2}-\tfrac{82}{9\epsilon}+\tfrac{53}{27},&V&=\tfrac{4}{3\epsilon^2}+\tfrac{28}{9\epsilon}+\tfrac{64}{27},\nonumber\\
\mathrm{CT}_0&=\tfrac8\epsilon+\tfrac{32}{3},&P_{2,0}&=\tfrac2\epsilon+15 .
\end{align}
The double poles cancel, and the rest is absorbed in the charge. The coefficient of $Q^2$, with the $c=1$ part first and the factorized part second, is
\begin{align}
2\,\mathrm{SE}&=\big(\tfrac{88}{45\epsilon}+\tfrac{436}{225}\big)+\big(\tfrac{8}{45\epsilon}+\tfrac{4}{45}\big)=\tfrac{32}{15\epsilon}+\tfrac{152}{75},\nonumber\\
V&=-\big(\tfrac{64}{135\epsilon}+\tfrac{4694}{2025}\big)-\big(\tfrac{8}{135\epsilon}+\tfrac{2}{81}\big)=-\tfrac{8}{15\epsilon}-\tfrac{4744}{2025},\nonumber\\
\mathrm{CT}_1&=-\tfrac{4}{15}\big(\tfrac3\epsilon+4\big)(2+2\epsilon)=-\tfrac{8}{5\epsilon}-\tfrac{56}{15}.
\end{align}
The graphs alone leave the pole $24/15\epsilon$, and the counterterm cancels it. The finite parts give $\frac{4104-4744}{2025}-\frac{56}{15}=-\frac{128}{405}-\frac{1512}{405}=-\frac{328}{81}$. In $d$ dimensions,
\begin{equation}
P_{2,1}=\frac{4(3d^5-48d^4+227d^3-58d^2-1728d+1872)}{9d(d-7)(d-5)(d-3)(d+2)},
\end{equation}
which is $4(-656)/648=-328/81$ at $d=4$. The unit is $(\alpha/4\pi)^2=\frac1{16}(\alpha/\pi)^2$ and $Q^2=-q^2$, so the coefficient is $+328/1296=41/162$, which proves (\ref{pi}). Two further tests, made at a generic rational $d$, could have failed: a term $k_\alpha k_\beta/k^4$ in the inner photon cancels between $2\,\mathrm{SE}$ and $V$ through order $s^2$, and $Q_\mu Q_\nu\Pi_{\mu\nu}$ vanishes through order $s^3$.

The number depends on the meaning of $m$: the one-loop term is proportional to $1/m^2$, so an $O(\alpha)$ change in the definition of $m$ moves part of it into the two-loop term. The $\overline{\rm MS}$ mass at $\mu=m$ absorbs the pole $3/\epsilon$ without the $4$, so $m=\bar m(1+\alpha/\pi)$ and $1/m^2=(1-2\alpha/\pi)/\bar m^2$. The one-loop term then feeds the two-loop one, which becomes $\frac{41}{162}-\frac{2}{15}=\frac{97}{810}$.

\section{Check by the spectral function}

$\Pi$ is analytic off the cut $q^2\ge4$, vanishes at $0$ and grows logarithmically, so Cauchy's theorem for $\Pi/q^2$ gives $\Pi=\frac{\alpha}{3\pi}q^2\int_4^\infty ds'\,R(s')/[s'(s'-q^2)]$ with $R=3\,\mathrm{Im}\,\Pi/\alpha=R_0+\frac\alpha\pi R_1$. The irreducible K\"all\'en--Sabry function is taken here as an established formula, not derived, and (\ref{pi}) and (\ref{bds}) do not rest on it. With $v=\sqrt{1-4/s'}$, $\rho=\frac{1-v}{1+v}$ and $\Lambda=2\ln(1-\rho)+\ln(1+\rho)$,
\begin{align}
R_1={}&\tfrac12(3-v^2)(1+v^2)[2\,\mathrm{Li}_2(\rho)+\mathrm{Li}_2(\rho^2)+\Lambda\ln\rho]-v(3-v^2)\Lambda\nonumber\\
&-\tfrac1{16}(1-v)(33-39v-17v^2+7v^3)\ln\rho+\tfrac38v(5-3v^2).
\end{align}
Define $\mu_k=\frac13\int ds'R_1/s'^{\,k+1}$. The coefficients of $q^2$ and $q^4$ are $\mu_1$ and $\mu_2$. Quadrature gives $\mu_1=0.253086420=41/162$ and $\mu_2=0.041574074$, the latter equal to the order-$s^3$ term of the graphs. At large $Q$, $R_1\to\frac34$ gives $-\frac14(\alpha/\pi)^2\ln Q^2$. On the graph side the massless form $a(Q^2)^{-2\epsilon}/\epsilon$ minus $P_{2,0}$ is finite if $a$ is the residue of $P_{2,0}$, and it leaves $-2a\ln Q^2$ with $a=\frac{2}{16}=\frac18$, in agreement.

\section{The level shift}

A static point charge $Z$ gives the electron the potential $-\frac{4\pi Z\alpha}{Q^2}(1-\Pi+\Pi_1^2)$. The two-loop term of $-\Pi$ is $+\frac{41}{162}(\frac\alpha\pi)^2Q^2/m^2$. It cancels the $1/Q^2$, and a constant transforms to a delta function:
\begin{equation}
\delta V=-4\pi Z\alpha\,\frac{41}{162}\Big(\frac\alpha\pi\Big)^2\frac{\delta^3(\mathbf r)}{m^2}.
\end{equation}
The sign is attractive: at short distance the electron sees a less screened charge. First-order perturbation theory with the Schr\"odinger density $|\psi_{nl}(0)|^2=\delta_{l0}(Z\alpha m_r)^3/\pi n^3$ gives (\ref{bds}), with $-4\cdot\frac{41}{162}=-\frac{82}{81}$. The loop supplies $1/m^2$ and the wave function the reduced mass $m_r^3$.

To see where this fails, set $m_r=m=1$, $\lambda=Z\alpha$, $\Delta E=F(\alpha/\pi)^2\lambda^4/n^3$. The dispersion integral turns $-\Pi/Q^2$ into a sum of $1/(Q^2+s')$, so $\delta V=-\lambda(\frac\alpha\pi)^2\frac13\int\frac{ds'}{s'}R_1\,e^{-Mr}/r$ with $M=\sqrt{s'}\ge2$. For 1S, $\langle e^{-Mr}/r\rangle=4\lambda^3\int_0^\infty r\,e^{-(M+2\lambda)r}dr=4\lambda^3/(M+2\lambda)^2$, and expanding in $\lambda/M$,
\begin{equation}
F_{1S}=-4\mu_1+16\mu_{3/2}\lambda-48\mu_2\lambda^2+\dots,\qquad16\mu_{3/2}=1.5964 .\label{F}
\end{equation}
The first correction is linear in $Z\alpha$, although $\Pi$ is a series in $Q^2$, because the density has a cusp, $1-2\lambda r$, over the range $1/M$ of the potential. Extrapolating the full expectation value to $\lambda\to0$ gives $-1.0123457$ for 1S, 2S and 3S. For the Schr\"odinger 2P state the radial density $\lambda^5r^2e^{-\lambda r}/24$ gives $\lambda^5/[4(M+\lambda)^4]$, so $F_{2P}\to-2\mu_2\lambda^2=-0.0831\lambda^2$. This is not the whole shift of the Dirac $2P_{1/2}$ level: its small component has the radial density $3\lambda^5/32$ at the nucleus, and the contact potential acting on it adds $-\frac34\mu_1\lambda^2=-0.190\lambda^2$, which is of the same order.

The reducible term needs $\Pi_1$ at all $Q$. At $d\to4$, $b-t_2=-L$ with $L=\int_0^1dz\ln(1+gs)$, $g=z(1-z)$, and subtracting order $s$ from $\Pi^{(1)}_{\mu\mu}$ gives $\Pi_1=-\frac{\alpha}{3\pi}[(1-\frac2s)L+\frac13]$. Integration by parts, with $1-6g=(gg')'$ and $1=-g''/2$, gives $\int(1-6g)\ln(1+gs)=-\frac13+J$ and $2L/s=J$, where $J=\int g'^2/(1+gs)$. Hence $\Pi_1=-\frac\alpha\pi p_1$ with $p_1=2\int_0^1dz\,g\ln(1+gs)$. The 1S form factor is $16\lambda^4/(Q^2+4\lambda^2)^2$ and $\int d^3Q/(2\pi)^3\,4\pi/Q^2=\frac2\pi\int dQ$, so
\begin{equation}
F_{\rm red}=-\frac{32\lambda}{\pi}\int_0^\infty\!dQ\,\frac{p_1^2}{(Q^2+4\lambda^2)^2}\to-0.127\lambda .
\end{equation}
Since $p_1^2\approx Q^4/225$ at small $Q$, the integral is finite at $\lambda=0$ and the term is of order $(Z\alpha)^5$. The Uehling potential in second order has, by power counting, $|\psi(0)|^2\sim\lambda^3$ times two vertices $\alpha\lambda$ with intermediate momenta of order $m$. It is again $\alpha^2\lambda^5$ and is not computed here, so the two slopes are not the full $(Z\alpha)^5$ coefficient.

\section{Hydrogen-like silicon}

Take Si$^{13+}$ with a point nucleus of infinite mass: $Z=14$, $\lambda=0.102163$. Since $mc^2=\alpha^{-2}$ hartree, the unit is $(2.322819\times10^{-3})^2\times14^4/137.036^2=1.10376\times10^{-5}$ hartree, and
\begin{equation}
\Delta E_{1S}=-1.012346\times1.10376\times10^{-5}=-1.1174\times10^{-5}\ \text{hartree}=-0.304\ \text{meV}.
\end{equation}
The same value is the contact strength $-1.27929\times10^{-8}$ hartree bohr$^3$ times $873.442$ bohr$^{-3}$. The 2S shift is one eighth, $-1.397\times10^{-6}$ hartree or $-0.0380$ meV. The Uehling contact shift of 1S is $-1.267\times10^{-3}$ hartree, and the ratio is $15\cdot\frac{41}{162}\frac\alpha\pi=8.82\times10^{-3}$. A rough nuclear mass of 28 u would reduce the shifts, but not their ratio, by the fraction $5.9\times10^{-5}$.

The full irreducible potential with the Schr\"odinger density gives $F=-0.8679$, or $-9.58\times10^{-6}$ hartree, which is $0.857$ of the contact value. The series (\ref{F}) accounts for this: $-1.0123+0.1631-0.0208=-0.8700$. The Dirac 1S density $r^{2\gamma-2}e^{-2\lambda r}$, $\gamma=\sqrt{1-\lambda^2}=0.994768$, gives $\langle e^{-Mr}/r\rangle=(\lambda/\gamma)\xi^{2\gamma}$ with $\xi=2\lambda/(2\lambda+M)$. This exceeds the Schr\"odinger value $\lambda\xi^2$ by the factor $\xi^{-2(1-\gamma)}/\gamma$, which is $1.031$ at $M=2$ and rises slowly with $M$. The integrated result, $F=-0.8970$ or $-9.90\times10^{-6}$ hartree, is $1.034$ times the Schr\"odinger one. The reducible term adds $-0.12\times10^{-6}$ hartree (Schr\"odinger density), for a first-order total near $-1.00\times10^{-5}$ hartree, or $-0.27$ meV, some $10\%$ smaller in size than the contact value. This level leaves out nuclear size, recoil, the Wichmann--Kroll terms, the second-order Uehling term, and the two-loop self-energy and mixed terms.

\section*{Numbers as computed}
\begin{verbatim}
Laurent lists [eps^-2, eps^-1, eps^0]; unit e^2(4pi)^(-d/2)Gamma(1+eps) per loop
delta m/m: [0, 3, 4]
Q^0 one loop = -8/(3*(d - 4))
Q^0 2SE = 16*(d - 6)*(d**4 - 12*d**3 + 40*d**2 - 42*d + 52)/(3*d*(d - 7)*(d - 5)*(d - 4)**2*(d - 2))
Q^0 2SE Laurent: [-4/3, -82/9, 53/27]
Q^0 V = 8*(3*d**5 - 62*d**4 + 489*d**3 - 1808*d**2 + 2940*d - 1280)/(3*d*(d - 7)*(d - 5)*(d - 4)**2*(d - 2))
Q^0 V Laurent: [4/3, 28/9, 64/27]
Q^0 CT = -16*(d - 1)/(3*(d - 4)*(d - 3))
Q^0 CT Laurent: [0, 8, 32/3]
Q^0 sum = 8*(d**3 - 12*d**2 + 41*d - 34)/(d*(d - 5)*(d - 4)*(d - 3))
Q^0 sum Laurent: [0, 2, 15]
Q^2 2SE: c=1 part [0, 88/45, 436/225], c<=0 part [0, 8/45, 4/45]
Q^2 V: c=1 part [0, -64/135, -4694/2025], c<=0 part [0, -8/135, -2/81]
Q^2 one loop = -4/15
Q^2 2SE = 8*(d - 8)*(d**6 - 19*d**5 + 103*d**4 - 46*d**3 - 734*d**2 + 1100*d - 2160)/(15*d*(d - 9)*(d - 7)*(d - 5)*(d - 4)*(d - 2)*(d + 2))
Q^2 2SE Laurent: [0, 32/15, 152/75]
Q^2 V = 4*(15*d**7 - 408*d**6 + 4177*d**5 - 18914*d**4 + 24428*d**3 + 87392*d**2 - 275280*d + 120960)/(45*d*(d - 9)*(d - 7)*(d - 5)*(d - 4)*(d - 2)*(d + 2))
Q^2 V Laurent: [0, -8/15, -4744/2025]
Q^2 CT = -8*(d - 6)*(d - 1)/(15*(d - 4)*(d - 3))
Q^2 CT Laurent: [0, -8/5, -56/15]
Q^2 sum = 4*(3*d**5 - 48*d**4 + 227*d**3 - 58*d**2 - 1728*d + 1872)/(9*d*(d - 7)*(d - 5)*(d - 3)*(d + 2))
Q^2 sum Laurent: [0, 0, -328/81]
Pi one loop q^2/m^2 (alpha/pi): 1/15
Pi two loop q^2/m^2 (alpha/pi)^2: 41/162 = 0.253086420; spectral 0.253086420
Pi two loop q^4/m^4 (alpha/pi)^2: 0.041574074; spectral 0.041574074
P2(0) pole (alpha/pi)^2: 1/8 /eps; R1(v->1) = 0.750000; R1(v->0) = 7.402203
q^2 coefficient with MS-bar mass at mu=m: 97/810
S-level coefficient F: -82/81 = -1.01234568; Uehling: -4/15
F(1S) from full potential, Z alpha -> 0: -1.0123457
F(2S) from full potential, Z alpha -> 0: -1.0123457
F(3S) from full potential, Z alpha -> 0: -1.0123457
dF(1S)/d(Z alpha): irreducible 1.59640, reducible -0.1274
F(2P)/(Z alpha)^2 limit: -0.083148
Si13+, point nucleus, infinite mass: Z = 14, 1/alpha = 137.035999
Z alpha = 0.102163, alpha/pi = 2.322819e-03, Dirac gamma = 0.994768
unit (alpha/pi)^2 Z^4 alpha^2 = 1.10376e-05 hartree
|psi_1S(0)|^2 = 873.442 bohr^-3
contact strength = -1.27929e-08 hartree bohr^3
contact shift 1S = -1.11738e-05 hartree = -0.30406 meV
contact shift 2S = -1.39673e-06 hartree = -0.03801 meV
1S irreducible, Schroedinger: F = -0.86789, -9.5794e-06 hartree
1S irreducible, Dirac: F = -0.89700, -9.9007e-06 hartree
1S reducible, Schroedinger: F = -0.01105, -1.2196e-07 hartree
1S irreducible Schroedinger / contact = 0.8573
Uehling contact 1S = -1.26715e-03 hartree
two-loop / Uehling contact ratio = 8.81811e-03
1-(m_r/m)^3, rough nuclear mass 28 u: 5.9e-05
\end{verbatim}
